# Orbital magnetization in a Chern-insulator gap and its chiral edge states: a numerical check

```python
"""
Result under test: in the gap of a Chern insulator the orbital magnetization
obeys dM/dmu = C e/h (electron charge -e), and the change of M is carried by
chiral edge states filled up to the chemical potential mu.
Model: spinless Haldane model on a zigzag ribbon, periodic along x.
Symbols: t1, t2 first and second neighbour hopping, phi phase of t2,
mass = sublattice energy (+ on A, - on B), C = Chern number of the lower band
with curvature -2 Im<dx u|dy u>.  Lengths are in lattice constants a,
energies in eV, two-dimensional magnetization (moment per area) in microampere.
"""
import numpy as np
from scipy.constants import e, h, hbar
from scipy.special import expit

T1, T2, PHI, MASS, KT = 1.0, 0.15, np.pi / 3, 0.2, 0.02
ROW = np.sqrt(3) / 2                 # distance between rows
NARROW, WIDE, NK = 24, 32, 300
KS = 2 * np.pi * (np.arange(NK) + 0.5) / NK
UNIT = e * e / hbar * 1e6            # microampere per eV
QUANTUM = e * e / h * 1e6            # microampere per eV


def bulk(mass, phi, n=60):
    """Gap edges and Chern number from the bulk Bloch Hamiltonian."""
    g = np.arange(n + 1) / n
    p, q = np.meshgrid(g, g, indexing="ij")
    kx = 2 * np.pi * p
    ky = 2 * np.pi * (2 * q - p) / np.sqrt(3)
    second = [(1, 0), (-0.5, ROW), (-0.5, -ROW)]
    first = [(0.5, 0.5 / np.sqrt(3)), (-0.5, 0.5 / np.sqrt(3)),
             (0, -1 / np.sqrt(3))]
    ham = np.zeros((n + 1, n + 1, 2, 2), complex)
    ham[..., 0, 0] = mass + 2 * T2 * sum(
        np.cos(kx * x + ky * y - phi) for x, y in second)
    ham[..., 1, 1] = -mass + 2 * T2 * sum(
        np.cos(kx * x + ky * y + phi) for x, y in second)
    ham[..., 1, 0] = T1 * sum(np.exp(-1j * (kx * x + ky * y))
                              for x, y in first)
    ham[..., 0, 1] = ham[..., 1, 0].conj()
    energy, vec = np.linalg.eigh(ham)
    u = vec[..., 0]

    def link(a, b):
        return np.sum(a.conj() * b, axis=-1)
    loop = (link(u[:-1, :-1], u[1:, :-1]) * link(u[1:, :-1], u[1:, 1:])
            * link(u[1:, 1:], u[:-1, 1:]) * link(u[:-1, 1:], u[:-1, :-1]))
    chern = -np.angle(loop).sum() / (2 * np.pi)
    assert abs(chern - round(chern)) < 1e-8
    return energy[..., 0].max(), energy[..., 1].min(), int(round(chern))


def ribbon(rows, mass, phi, top_shift=0.0, field=0.0):
    """Diagonalize the ribbon; field = e B a^2 / hbar, gauge A_x = -B y."""
    size = 2 * rows
    x = np.empty(size)
    y = np.empty(size)
    j = np.arange(rows)
    x[0::2], y[0::2] = j / 2, j * ROW
    x[1::2], y[1::2] = j / 2 + 0.5, j * ROW + 0.5 / np.sqrt(3)
    y -= y.mean()
    ymid = (y[:, None] + y[None, :]) / 2
    hops = {s: np.zeros((size, size), complex) for s in range(-2, 3)}
    for a in range(size):
        for b in range(size):
            dy = y[a] - y[b]
            if abs(dy) > 1.01:
                continue
            base = x[a] - x[b]
            for shift in (-1, 0, 1):
                dx = base - round(base) + shift
                dist = np.hypot(dx, dy)
                if abs(dist - 1 / np.sqrt(3)) < 1e-6:
                    amp = T1
                elif abs(dist - 1) < 1e-6:
                    sector = round(np.arctan2(dy, dx) / (np.pi / 3))
                    sign = 1 if sector % 2 == 0 else -1
                    sign = sign if a % 2 == 0 else -sign
                    amp = T2 * np.exp(1j * phi * sign)
                else:
                    continue
                hops[int(round(2 * dx))][a, b] += amp
    onsite = np.where(np.arange(size) % 2 == 0, mass, -mass).astype(float)
    onsite[-2:] += top_shift
    ham = np.zeros((NK, size, size), complex) + np.diag(onsite)
    dham = np.zeros_like(ham)
    for s, mat in hops.items():
        dx = s / 2
        part = (np.exp(-1j * KS * dx)[:, None, None]
                * (mat * np.exp(1j * field * ymid * dx)))
        ham += part
        dham += -1j * dx * part
    assert np.abs(ham - ham.conj().transpose(0, 2, 1)).max() < 1e-12
    energy, vec = np.linalg.eigh(ham)

    def mean(op):
        return np.sum(vec.conj() * (op @ vec), axis=1).real
    weight = np.abs(vec) ** 2
    return dict(E=energy, V=vec, dH=dham, y=y, weight=weight,
                dipole=mean(dham * ymid), slope=mean(dham),
                top=mean(dham * (ymid > 0)),
                ybar=np.einsum("i,kin->kn", y, weight))


def thermal(sol, key, mu):
    """Integral dk/2pi of the Fermi-weighted expectation value."""
    return np.sum(expit(-(sol["E"] - mu) / KT) * sol[key]) / NK


def magnetization(small, large, mu):
    change = thermal(large, "dipole", mu) - thermal(small, "dipole", mu)
    return UNIT * change / ((WIDE - NARROW) * ROW)


def crossings(sol, mu):
    """List of (k, direction, mean y, dE/dk) where ribbon bands cross mu."""
    now = sol["E"] - mu
    nxt = np.roll(now, -1, axis=0)
    found = []
    for i, n in zip(*np.where(now * nxt < 0)):
        frac = now[i, n] / (now[i, n] - nxt[i, n])
        found.append((KS[i] + frac * 2 * np.pi / NK,
                      int(np.sign(nxt[i, n] - now[i, n])),
                      sol["ybar"][i, n], sol["slope"][i, n]))
    return found


def drift(sol, mu):
    """Smooth change of the filled-state sum of y over one period of k."""
    total = 0.0
    for en, v, dh in zip(sol["E"], sol["V"], sol["dH"]):
        occ, emp = v[:, en < mu], v[:, en > mu]
        ymat = occ.conj().T @ (sol["y"][:, None] * emp)
        dmat = emp.conj().T @ dh @ occ
        gap = en[en < mu][:, None] - en[en > mu][None, :]
        total += 2 * np.sum(ymat * dmat.T / gap).real
    return total * 2 * np.pi / NK


# bulk data and main ribbon pair
low, high, chern = bulk(MASS, PHI)
mid = (low + high) / 2
mus = mid + np.array([-0.2, -0.1, 0.0, 0.1, 0.2])
assert low < mus[0] - 10 * KT and high > mus[-1] + 10 * KT
assert abs(chern) == 1
small, large = ribbon(NARROW, MASS, PHI), ribbon(WIDE, MASS, PHI)

# dipole formula against the field derivative of the grand potential
step = 1e-5
omega = []
for b in (step, -step):
    en = ribbon(NARROW, MASS, PHI, field=b)["E"]
    omega.append(-KT * np.logaddexp(0, -(en - mid) / KT).sum() / NK)
from_field = -(omega[0] - omega[1]) / (2 * step)
from_dipole = thermal(small, "dipole", mid)
assert abs(from_field - from_dipole) < 1e-4

# edge crossings and drift of the filled states
mu_count = mid - 0.175
cross = crossings(large, mu_count)
n_top = sum(c[1] for c in cross if c[2] > 0)
n_bottom = sum(c[1] for c in cross if c[2] < 0)
assert n_top == chern and n_bottom == -chern
row_drift = ((drift(large, mu_count) - drift(small, mu_count))
             / ((WIDE - NARROW) * ROW))
assert abs(row_drift - chern) < 5e-3

# states in the energy window live at the edges
outer = 12                           # sites in the six outermost rows
edge_weight = (large["weight"][:, :outer].sum(axis=1)
               + large["weight"][:, -outer:].sum(axis=1))
window = (large["E"] > mus[0]) & (large["E"] < mus[-1])
assert window.any() and edge_weight[window].min() > 0.9

# magnetization and top-edge current against mu
mag = np.array([magnetization(small, large, m) for m in mus])
top = np.array([-UNIT * thermal(large, "top", m) for m in mus])
net = max(abs(UNIT * thermal(large, "slope", m)) for m in mus)
fit = np.polyfit(mus - mid, mag, 1)
bend = np.abs(mag - np.polyval(fit, mus - mid)).max()
top_slope = np.polyfit(mus - mid, top, 1)[0]
assert abs(fit[0] - chern * QUANTUM) < 1e-3 * QUANTUM
assert bend < 1e-3 * QUANTUM
assert np.abs(np.diff(top) + chern * QUANTUM * np.diff(mus)).max() < 0.02
assert net < 1e-3 * QUANTUM

# controls: reversed phase and trivial insulator
controls = []
for label, mass, phi in (("reversed phase", MASS, -PHI),
                         ("large sublattice energy", 1.2, PHI)):
    lo, hi, c = bulk(mass, phi)
    centre = (lo + hi) / 2
    assert lo < centre - 0.1 - 10 * KT and hi > centre + 0.1 + 10 * KT
    pair = ribbon(NARROW, mass, phi), ribbon(WIDE, mass, phi)
    s = (magnetization(*pair, centre + 0.1)
         - magnetization(*pair, centre - 0.1)) / 0.2
    assert abs(s - c * QUANTUM) < 2e-3 * QUANTUM
    controls.append((label, mass, phi, lo, hi, c, s))
assert controls[0][5] == -chern and controls[1][5] == 0

# control: potential on the top row moves the edge band, not M
SHIFT = 0.3
pair = (ribbon(NARROW, MASS, PHI, top_shift=SHIFT),
        ribbon(WIDE, MASS, PHI, top_shift=SHIFT))
mag_shift = magnetization(*pair, mid)
cross_shift = crossings(pair[1], mu_count)
assert sum(c[1] for c in cross_shift if c[2] > 0) == chern
assert abs(mag_shift - mag[2]) < 0.02
k_top = [c[0] for c in cross if c[2] > 0]
k_top_shift = [c[0] for c in cross_shift if c[2] > 0]
assert len(k_top) != len(k_top_shift) or abs(k_top[0] - k_top_shift[0]) > 0.02

print(f"t1 = {T1:.2f} eV, t2 = {T2:.2f} eV, phase = {PHI/np.pi:.4f} pi")
print(f"sublattice energy = +/-{MASS:.2f} eV, kT = {KT:.2f} eV")
print(f"ribbon rows: {NARROW} and {WIDE}; k points: {NK}")
print(f"top of lower band    = {low:.4f} eV")
print(f"bottom of upper band = {high:.4f} eV")
print(f"gap = {high-low:.4f} eV, midgap = {mid:.4f} eV")
print(f"Chern number C of lower band = {chern:d}")
print(f"e^2/h = {QUANTUM:.4f} microampere per eV")
print(f"M*W*hbar/e, {NARROW} rows, midgap, dipole sum = {from_dipole:.6f} eV a")
print(f"same from grand potential in a field = {from_field:.6f} eV a")
print(f"edge crossings at mu = {mu_count:.4f} eV, {WIDE} rows:")
for k, s, yb, sl in cross:
    print(f"  k = {k:.4f} /a, direction {s:+d}, <y> = {yb:+.3f} a,"
          f" dE/dk = {sl:+.4f} eV a")
print(f"net upward crossings: top {n_top:+d}, bottom {n_bottom:+d}")
print(f"drift of filled states per row / row spacing = {row_drift:.5f}")
print(f"least weight in 6+6 outer rows, window states = "
      f"{edge_weight[window].min():.4f}")
print("mu (eV), M (microampere), top-half current (microampere):")
for m, a, t in zip(mus, mag, top):
    print(f"  {m:+.4f}  {a:+.4f}  {t:+.4f}")
print(f"slope of M = {fit[0]:.4f} microampere per eV")
print(f"slope of M / (e^2/h) = {fit[0]/QUANTUM:.6f}")
print(f"largest deviation of M from line = {bend:.1e} microampere")
print(f"slope of top-half current = {top_slope:.4f} microampere per eV")
print(f"largest net ribbon current = {net:.1e} microampere")
for label, mass, phi, lo, hi, c, s in controls:
    print(f"control, {label}: mass {mass:.2f} eV, phase {phi/np.pi:.4f} pi")
    print(f"  gap {lo:.4f} to {hi:.4f} eV, C = {c:d},"
          f" slope/(e^2/h) = {s/QUANTUM:.5f}")
print(f"control, top row raised by {SHIFT:.2f} eV:")
print(f"  midgap M = {mag_shift:.4f} microampere (unshifted {mag[2]:.4f})")
print("  top crossing k (1/a): " + ", ".join(f"{k:.4f}" for k in k_top)
      + " -> " + ", ".join(f"{k:.4f}" for k in k_top_shift))
print("OK")
```

It prints:

```
t1 = 1.00 eV, t2 = 0.15 eV, phase = 0.3333 pi
sublattice energy = +/-0.20 eV, kT = 0.02 eV
ribbon rows: 24 and 32; k points: 300
top of lower band    = -0.7000 eV
bottom of upper band = 0.2500 eV
gap = 0.9500 eV, midgap = -0.2250 eV
Chern number C of lower band = 1
e^2/h = 38.7405 microampere per eV
M*W*hbar/e, 24 rows, midgap, dipole sum = -0.199858 eV a
same from grand potential in a field = -0.199858 eV a
edge crossings at mu = -0.4000 eV, 32 rows:
  k = 3.0352 /a, direction +1, <y> = +13.544 a, dE/dk = +0.6823 eV a
  k = 3.7703 /a, direction -1, <y> = -13.294 a, dE/dk = -0.6226 eV a
net upward crossings: top +1, bottom -1
drift of filled states per row / row spacing = 1.00000
least weight in 6+6 outer rows, window states = 0.9999
mu (eV), M (microampere), top-half current (microampere):
  -0.4250  -10.0695  +7.7481
  -0.3250  -6.1955  +3.8740
  -0.2250  -2.3214  +0.0000
  -0.1250  +1.5526  -3.8740
  -0.0250  +5.4267  -7.7481
slope of M = 38.7405 microampere per eV
slope of M / (e^2/h) = 1.000000
largest deviation of M from line = 2.3e-07 microampere
slope of top-half current = -38.7405 microampere per eV
largest net ribbon current = 1.8e-11 microampere
control, reversed phase: mass 0.20 eV, phase -0.3333 pi
  gap -0.7000 to 0.2500 eV, C = -1, slope/(e^2/h) = -1.00000
control, large sublattice energy: mass 1.20 eV, phase 0.3333 pi
  gap -0.7500 to 0.3000 eV, C = 0, slope/(e^2/h) = 0.00000
control, top row raised by 0.30 eV:
  midgap M = -2.3214 microampere (unshifted -2.3214)
  top crossing k (1/a): 3.0352 -> 2.6077
OK
```
